# A converged elastic band need not give the lowest migration barrier

Let an atom move in a static two-dimensional potential built from one length $a$ and four energies $A$, $B$, $C$, $D$. With $u=x/a$ and $v=y/a$, the potential depends on position only through $u$ and $v$. Stretching the plane changes the lengths of paths but not the energies met along them, and the mass of the atom does not enter a static energy. A barrier between two minima must therefore have the form

$$E_b=A\,g\!\left(\frac BA,\frac CA,\frac DA\right),$$

with neither $a$ nor the mass in it.

Symmetry says more. Suppose that the reflection $u\to-u$ leaves the potential unchanged and exchanges the two minima. Any path between them must cross the mirror line $u=0$. Take its first part, from the left minimum to the first crossing, and join it to its own mirror image. The result is a complete path whose highest energy is no greater than that of the original. The search can thus be confined to mirror-symmetric paths, which differ in where they cross the line and in how they reach it. If the energy along the line has two valleys, there may be two candidate answers, and a method that explores one valley cannot rank them.

## The belief and its appeal

The belief is this: once a nudged elastic band has converged, its highest point is the migration barrier. It has good grounds. The band starts from a guessed path and moves downhill until no force pushes it sideways. Its top can be checked to be a true saddle, and once the images are dense enough, adding more or tightening the force limit hardly changes the answer.

All these checks concern the neighbourhood of one path. The migration barrier is defined by a comparison of all paths $\Gamma$ between the given minima, whose energy is taken as zero:

$$E_b=\min_{\Gamma}\ \max_{\mathbf r\in\Gamma}V(\mathbf r).$$

The highest energy on any one continuous path is an upper bound on $E_b$. Relaxing the path may lower the bound, but convergence does not turn a bound into the value.

The force on image $i$ of the band, at position $\mathbf R_i$ with unit tangent $\mathbf t_i$, is

$$\mathbf F_i=-\left[\nabla V-(\nabla V\cdot\mathbf t_i)\mathbf t_i\right]+k\left(|\mathbf R_{i+1}-\mathbf R_i|-|\mathbf R_i-\mathbf R_{i-1}|\right)\mathbf t_i .$$

The first part is normal to the path and the second is along it, so they must vanish separately. The second then says that the images are evenly spaced. The first says that the potential has no slope across the path at the images. Neither contains any information about a distant channel.

## A potential with two channels

Consider

$$V=Aq^2+Bv^2+Dv^3+Cvq,\qquad q=u^2+v^2-1 .$$

It contains $u$ only as $u^2$, so it has the required mirror symmetry. The term $Aq^2$ makes a circular valley around a central hill. The term $Bv^2$ raises this valley away from $v=0$, equally on both sides. The terms with $C$ and $D$, which are odd in $v$, make the two ways round the hill unequal. One may picture an atom in a diffusion barrier layer that can pass an obstructing region on either side. This is a model and stands for no particular material. The parameters are $a=3$ bohr and, in hartree,

$$A=0.1,\quad B=0.0525,\quad C=0.015,\quad D=0.025 .$$

To find every stationary point, use $\partial q/\partial u=2u$ and $\partial q/\partial v=2v$:

$$\frac{\partial V}{\partial u}=4Auq+2Cuv=2u(2Aq+Cv),$$

$$\frac{\partial V}{\partial v}=4Avq+2Bv+3Dv^2+Cq+2Cv^2 .$$

The first derivative vanishes if $u=0$ or if $q=-Cv/(2A)$. Take the second possibility with $u\neq0$. Then $4Avq=-2Cv^2$, which cancels the last term of $\partial V/\partial v$, and $Cq=-C^2v/(2A)$. What remains is

$$v\left[2B-\frac{C^2}{2A}+3Dv\right]=0 .$$

The root $v=0$ gives $q=0$ and hence $u=\pm1$. The bracket vanishes at $v=-0.103875/0.075=-1.385$. There $q=-0.075\,v=0.104$, so $u^2=1+q-v^2=-0.81$, which no real point satisfies. Off the mirror line there are just the two points $(\pm1,0)$.

At these points the second derivatives are $V_{uu}=8A$, $V_{vv}=2B$ and $V_{uv}=\pm2C$. The determinant is $16AB-4C^2=0.084-0.0009>0$ and the diagonal elements are positive, so both points are minima. Their energy is zero.

On the mirror line, $q=v^2-1$ and the energy is

$$f(v)=A(v^2-1)^2+Bv^2+(C+D)v^3-Cv .$$

Its derivative, in hartree, is

$$\begin{aligned}
f'(v)&=4Av^3+3(C+D)v^2+(2B-4A)v-C\\
&=0.4\left(v^3+0.3v^2-0.7375v-0.0375\right)\\
&=0.4\left(v-\tfrac34\right)\left(v+\tfrac1{20}\right)(v+1).
\end{aligned}$$

Multiplying the last two factors gives $v^2+1.05v+0.05$, and multiplying this by $v-0.75$ restores the cubic. The stationary points on the line are therefore $v=\tfrac34$, $v=-\tfrac1{20}$ and $v=-1$. With the minima they make five in all, the number also found by a numerical search from many starting points.

## Both saddles pass the local test

On the mirror line the mixed derivative $V_{uv}$ vanishes, because it is proportional to $u$. The curvatures along the two axes are then the two eigenvalues of the Hessian. Differentiating $2u(2Aq+Cv)$ once more and setting $u=0$ gives

$$V_{uu}=4A(v^2-1)+2Cv .$$

The other curvature, $f''$, follows at each root from the product of the two remaining factors:

- At $v=\tfrac34$, $V_{uu}=-0.1525$ and $f''=0.4(0.8)(1.75)=0.56$ hartree.
- At $v=-1$, $V_{uu}=-0.03$ and $f''=0.4(-1.75)(-0.95)=0.665$ hartree.
- At $v=-\tfrac1{20}$, $V_{uu}=-0.4005$ and $f''=0.4(-0.8)(0.95)=-0.304$ hartree.

Division by $a^2=9$ bohr² converts them to curvatures in $x$ and $y$. The first two points are saddles with one negative curvature each; the third is the hilltop.

Both saddles also join the same two minima. Start slightly to the left of either one and move steadily downhill. The component of the force along $u$ vanishes on the mirror line, so the trajectory cannot cross that line. The energy falls, and the potential grows as the fourth power of distance, so the trajectory stays in a bounded region and must approach a stationary point. It cannot end on the mirror line, because $V_{uu}<0$ at all three stationary points there, so that the force near them points away from the line. The left minimum is the only stationary point with $u<0$. The right side follows by reflection. Thus neither the number of negative curvatures nor the connection to the correct minima can distinguish the better saddle from the worse one.

Their energies do. Direct substitution gives

$$f(\tfrac34)=0.019141+0.029531+0.016875-0.011250=0.054297\ \text{hartree},$$

$$f(-1)=B-(C+D)+C=B-D=0.0275\ \text{hartree}.$$

## Where the band goes

The natural first guess is the straight line $v=0$. Its energy is $A(u^2-1)^2$, with a top of $A=0.1$ hartree. On this line $\partial V/\partial v=Cq=C(u^2-1)$, so the sideways force is

$$F_y=-\frac1a\frac{\partial V}{\partial v}=\frac{C(1-u^2)}{a}>0\qquad(|u|<1).$$

Every moving image is first pushed upwards, towards the hard saddle. The slope near the starting line favours the worse channel, although the better one lies lower farther away.

The middle image of a mirror-symmetric band with an odd number of images can be followed further. Its two neighbours are reflections of each other. They have equal energies and lie at equal distances, so the tangent points along $x$ and the spring force is zero. The image feels only

$$F_y=-\frac{f'(v)}{a}.$$

Between $v=-\tfrac1{20}$ and $v=\tfrac34$ the factors of $f'$ have signs $-,+,+$, so this force is positive. An image starting at $v=0$ climbs in $y$, while descending in energy, until it reaches $v=\tfrac34$, provided that the steps are too short to overshoot. An image starting between $-1$ and $-\tfrac1{20}$ moves the other way, to $v=-1$. The hilltop separates the two outcomes for this image.

The computed bands agree. With 21 images, the straight start converges to a barrier of 0.054297 hartree with its top at $y=2.25$ bohr. With 41 images the barrier is the same to the printed digits. Both numbers are odd, so by symmetry the middle image sits on the saddle; with an even number the highest image would lie slightly below it. A 21-image start bowed by $-0.60$ bohr at its middle, which is $v=-0.2$, converges to 0.027500 hartree at $y=-3.00$ bohr. In all three cases the largest remaining force is below $10^{-6}$ hartree/bohr. The residual force reports equal success for a right answer and for one nearly twice as large.

## Why the lower value is the barrier

Finding a second, lower saddle refutes the first answer, but does not yet prove the second. Here a proof is available in two parts.

First comes a lower bound. The factors of $f'$ show that $f$ falls up to $v=-1$, rises to the hilltop, falls to $v=\tfrac34$ and then rises. Its lowest value is therefore the smaller of $f(-1)$ and $f(\tfrac34)$, which is $B-D$. Every connecting path crosses the mirror line, so every path has a maximum of at least $B-D$.

Next comes a path that attains the bound. On the lower half of the circle $u^2+v^2=1$, $q=0$ and

$$V=Bv^2+Dv^3,\qquad \frac{dV}{dv}=v(2B+3Dv).$$

For $-1\le v<0$ the bracket is at least $0.105-0.075=0.03$ hartree, while $v$ is negative. The energy therefore falls as $v$ rises from $-1$ to 0, and the highest energy on the arc is $B-D$, at its lowest point. The two bounds meet:

$$E_b=B-D=0.0275\ \text{hartree}=0.748\ \text{eV}.$$

This has the form required at the start, with $g=B/A-D/A$. The simple expression belongs to parameters for which $v=-1$ is stationary, that is $f'(-1)=-2B+2C+3D=0$, and is both the lowest point of the line and the highest point of the arc. The arc need not be a minimum-energy path; to fix the barrier it only has to have the right maximum.

A grid search that looks for the smallest possible maximum, without using the saddles, also gives 0.027500 hartree. When the part of the mirror line below the hilltop is blocked, it gives 0.054297 hartree. The hard band has thus found the best answer within its own channel. It has solved a restricted problem correctly.

## Why further relaxation does not help

Paths close to the hard band cross the mirror line above the hilltop, at $v>-\tfrac1{20}$. In that range $f(v)\ge f(\tfrac34)$, so no small change of path can lower the maximum. Four smooth random kicks, with image displacements of up to 0.65 bohr, were applied to the converged hard band. Each time it relaxed back to the same barrier. This supports stability against kicks of that kind and size, not against every disturbance.

There is also a topological obstacle. Measure the angle through which the direction from the hilltop to a point on the path turns between the left and right minima. For a path above the hill and a path below it, these angles differ by $2\pi$. With the ends fixed, the angle can change only by multiples of $2\pi$, so it cannot change at all during a continuous deformation that avoids the hilltop. To get from one band to the other, some intermediate path must pass through the hilltop, at 0.100377 hartree. That is 0.046080 hartree above the hard saddle.

This statement concerns continuous curves. A real band is a row of separate images, and a large optimization step or a wide gap between images may let it jump across the hill. Such a jump is an accident of the numerical procedure and cannot be relied on as a search.

## Two limits

Set $C=D=0$. The two channels are then equivalent, and

$$f'(v)=4Av^3+(2B-4A)v=4Av\left(v^2-1+\frac{B}{2A}\right).$$

If $0<B<2A$, there are two equal saddles at $v^2=1-B/(2A)$, where $v^2-1=-B/(2A)$. Their energy is

$$E_b=A\left(\frac B{2A}\right)^2+B\left(1-\frac B{2A}\right)=B-\frac{B^2}{4A}.$$

This is the lowest energy on the mirror line, so no path can do better. A path that follows the circle $q=0$ to the saddle's value of $v$, crosses at constant $v$ and returns along the circle never exceeds it, so it is the barrier. Either side now gives the right barrier, although a rate that counts only one of them is too small by a factor of two. The straight starting line, however, has a different fault. Since $\partial V/\partial v=0$ everywhere on it, an evenly spaced straight band is converged before it moves. Its top is at the centre, with energy $A$ and curvatures $V_{uu}=-4A$ and $f''(0)=2B-4A$, both negative. This is a hilltop, and a Hessian calculation exposes it. The same calculation cannot expose the hard channel of the main example, whose top is a genuine saddle.

If $B>2A$, the bracket in $f'$ has no real root. The centre is the only stationary point on the mirror line and is now a saddle. Moreover,

$$f(v)=A+(B-2A)v^2+Av^4\ge A,$$

so the straight band gives the true barrier, $A$. The belief holds here because there is a single channel. That is a property of the potential, and convergence of the band does not establish it.

## What the error does to a rate

In classical transition-state theory, the rate through part of the mirror line is the mean one-way velocity across it times the probability density of finding the atom there. For two parts of the same line, the velocity factor and the normalization over the starting well are common. The ratio of rates is a ratio of integrals of $e^{-V/k_BT}$ along $y$, taken below and above the hilltop.

Near a saddle of energy $E$ and normal curvature $\kappa=f''/a^2$, the harmonic approximation gives

$$\int e^{-[E+\kappa(y-y_0)^2/2]/k_BT}\,dy=e^{-E/k_BT}\sqrt{\frac{2\pi k_BT}{\kappa}} .$$

Hence

$$\frac{k_{\rm easy}}{k_{\rm hard}}=\sqrt{\frac{\kappa_{\rm hard}}{\kappa_{\rm easy}}}\;\exp\!\left(\frac{E_{\rm hard}-E_{\rm easy}}{k_BT}\right).$$

At 800 K, $k_BT=0.002533$ hartree. The barrier difference is 0.026797 hartree, so the exponent is 10.58 and the exponential is about $3.9\times10^4$. The curvatures, 0.06222 and 0.07389 hartree/bohr², give a prefactor of 0.918. The easy channel is slightly narrower, which lowers its rate by 8 % relative to equal widths. The product is

$$\frac{k_{\rm easy}}{k_{\rm hard}}\approx3.6\times10^4 .$$

Direct integration along the line gives a ratio that differs from the harmonic one by 0.4 %. This checks the harmonic step, but not the neglect of recrossing, tunnelling and the quantization of vibrations, which both calculations share.

The hard barrier is 1.477 eV and the true one 0.748 eV. Since the rates of the two channels add, a calculation that knows only the hard one underestimates the total rate by a factor of about 36 000. If such hops control transport through a barrier layer, the layer is predicted to hold back the atom far better than it does. Within transition-state theory the error has a definite direction: a missed channel can only add to the total rate.

## What a converged band does establish

A converged band establishes one mechanism and an upper bound on the barrier, provided that its top has been verified as a saddle and that the energy between the images nowhere exceeds it. To go further, one must vary the mechanism and not merely the numerical settings. Bands can be started on different sides of an obstacle, through possible intermediate sites, or with a host atom taking part in the move. Saddle searches that start from a minimum and do not prescribe the final state can reveal routes that no interpolation suggested.

Agreement among such searches is evidence, not proof. The proof above rested on a line that every path must cross, on finding the lowest energy along that line, and on a path that rises no higher. With many moving atoms, the corresponding dividing surface has many dimensions, and a search for its lowest point can itself miss a lower valley. The result should then be reported as the lowest barrier found, together with the mechanisms that were tried. The numerical output below lists the stationary points, bands and rate ratios used here.

## Computed results

```
a = 3.0 bohr
A = 0.1000, B = 0.0525, C = 0.0150, D = 0.0250 hartree
stationary points found: 5
left minimum: x = -3.00, y = 0.00 bohr, V = 0.000000 hartree
  curvatures 0.01152, 0.08903 hartree/bohr^2; negative: 0
right minimum: x = 3.00, y = 0.00 bohr, V = 0.000000 hartree
  curvatures 0.01152, 0.08903 hartree/bohr^2; negative: 0
hard saddle: x = 0.00, y = 2.25 bohr, V = 0.054297 hartree
  curvatures -0.01694, 0.06222 hartree/bohr^2; negative: 1
easy saddle: x = 0.00, y = -3.00 bohr, V = 0.027500 hartree
  curvatures -0.00333, 0.07389 hartree/bohr^2; negative: 1
hill: x = 0.00, y = -0.15 bohr, V = 0.100377 hartree
  curvatures -0.04450, -0.03378 hartree/bohr^2; negative: 2
NEB spring constant: 0.08 hartree/bohr^2
NEB step size: 4.0 bohr^2/hartree
NEB force limit: 1e-06 hartree/bohr
top of straight starting line: 0.100000 hartree
bow of second starting line at middle: -0.60 bohr
straight start, 21 images: barrier 0.054297 hartree, top at y = 2.2500 bohr
  steps 216, largest force 9.87e-07 hartree/bohr
straight start, 41 images: barrier 0.054297 hartree, top at y = 2.2500 bohr
  steps 630, largest force 9.93e-07 hartree/bohr
bowed start, 21 images: barrier 0.027500 hartree, top at y = -3.0000 bohr
  steps 221, largest force 9.96e-07 hartree/bohr
number of random kicks: 4
largest image displacement in kicks: 0.65 bohr
barriers after kicks: 0.054297 to 0.054297 hartree
grid spacing: 0.05 bohr
grid search, all paths: 0.027500 hartree
grid search, easy channel blocked: 0.054297 hartree
top of lower circular arc: 0.027500 hartree
highest energy when deforming band: 0.100377 hartree
hard barrier: 1.477 eV
easy barrier: 0.748 eV
barrier difference: 0.026797 hartree
hard/easy barrier ratio: 1.974
temperature: 800 K, kT = 0.002533 hartree
normal curvature, hard saddle: 0.06222 hartree/bohr^2
normal curvature, easy saddle: 0.07389 hartree/bohr^2
rate prefactor ratio easy/hard: 0.9177
rate ratio easy/hard, harmonic: 3.6001e+04
rate ratio easy/hard, line integrals: 3.5864e+04
```
